# Film Thickness from Two Adjacent Transmission Maxima: a numerical check

```python
"""Thickness of a transparent film from two adjacent transmission maxima.

Result under test: d = L1*L2 / (2*n*(L1-L2)), which is 750 nm for
L1 = 600 nm, L2 = 500 nm, n = 2, at normal incidence.
d: film thickness; n: film index; L1 > L2: vacuum wavelengths of the maxima.
The film lies between air and thick glass of lower index.
Spectra come from the characteristic matrix of the film (field boundary
conditions), which makes no use of the thickness formula.
All lengths are in nm. Absorbing index convention: N = n - i*k.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

AIR = 1.0
GLASS = 1.5
N_FILM = 2.0
L1, L2 = 600.0, 500.0


def stack(wl, d, n_film, n_in=AIR, n_out=GLASS, sin_air=0.0):
    """Reflectance and transmittance, s polarization if tilted."""
    q_in = np.sqrt(n_in**2 - sin_air**2)
    q_out = np.sqrt(n_out**2 - sin_air**2)
    q_film = np.sqrt(n_film**2 - sin_air**2 + 0j)
    phase = 2 * np.pi * q_film * d / wl
    e_field = np.cos(phase) + 1j * np.sin(phase) * q_out / q_film
    h_field = q_out * np.cos(phase) + 1j * q_film * np.sin(phase)
    denominator = q_in * e_field + h_field
    reflectance = np.abs((q_in * e_field - h_field) / denominator)**2
    transmittance = 4 * q_in * q_out / np.abs(denominator)**2
    return reflectance, transmittance


def find_maxima(curve, low, high):
    """Wavelengths of all interior maxima, longest first."""
    grid = np.arange(low, high + 0.25, 0.5)
    values = curve(grid)
    inside = np.where((values[1:-1] > values[:-2])
                      & (values[1:-1] >= values[2:]))[0] + 1
    peaks = []
    for i in inside:
        fit = minimize_scalar(lambda w: -curve(w), method="bounded",
                              bounds=(grid[i - 1], grid[i + 1]),
                              options={"xatol": 1e-7})
        peaks.append(float(fit.x))
    return sorted(peaks, reverse=True)


def thickness(long_peak, short_peak, n):
    return long_peak * short_peak / (2 * n * (long_peak - short_peak))


# The exercise itself, then the spectrum of a film of that thickness.
d = thickness(L1, L2, N_FILM)
order = L2 / (L1 - L2)
peaks = find_maxima(lambda w: stack(w, d, N_FILM)[1], 470, 640)
assert abs(d - 750) < 1e-9
assert len(peaks) == 2 and np.allclose(peaks, [L1, L2], atol=1e-3)

# Other films: thickness recovered from numerically located peaks.
for d_true, n_true, n_sub in [(900, 1.9, 1.45), (520, 2.2, 1.5),
                              (1300, 2.05, 1.52)]:
    p = find_maxima(lambda w: stack(w, d_true, n_true, n_out=n_sub)[1],
                    400, 900)
    assert abs(thickness(p[0], p[1], n_true) - d_true) < 0.01

# Sum of partial waves in closed form against the matrix.
r_front = (AIR - N_FILM) / (AIR + N_FILM)
r_back = (N_FILM - GLASS) / (N_FILM + GLASS)
t_front = 2 * AIR / (AIR + N_FILM)
t_back = 2 * N_FILM / (N_FILM + GLASS)
product = r_front * r_back
wl = np.linspace(400, 800, 801)
delta = 2 * np.pi * N_FILM * d / wl
airy = GLASS * (t_front * t_back)**2 / (
    1 + product**2 + 2 * product * np.cos(2 * delta))
R_film, T_film = stack(wl, d, N_FILM)
assert np.allclose(airy, T_film, atol=1e-12)
assert np.allclose(R_film + T_film, 1, atol=1e-12)

# Heights: a maximum equals bare glass; the minimum lies at order 5.5.
T_max = float(stack(L1, d, N_FILM)[1])
T_bare = float(stack(L1, 0.0, N_FILM)[1])
wl_min = find_maxima(lambda w: -stack(w, d, N_FILM)[1], 510, 590)[0]
T_min = float(stack(wl_min, d, N_FILM)[1])
assert abs(T_max - T_bare) < 1e-12
assert abs(wl_min - 2 * N_FILM * d / 5.5) < 1e-3

# Scan of thickness: which films have maxima at both wavelengths?
candidates = []
for trial in range(1, 3001):
    hits = True
    for center in (L1, L2):
        t = stack(center + np.array([-0.2, 0.0, 0.2]), trial, N_FILM)[1]
        hits = hits and t[1] > t[0] and t[1] > t[2]
    if hits:
        between = find_maxima(lambda w: stack(w, trial, N_FILM)[1],
                              505, 595)
        candidates.append((trial, len(between)))
assert [c[0] for c in candidates if c[1] == 0] == [750]
assert [c[0] for c in candidates] == [750, 1500, 2250, 3000]

# Substrate of higher index than the film: half-odd orders.
HIGH = 3.5
high_peaks = find_maxima(
    lambda w: stack(w, d, N_FILM, n_out=HIGH)[1], 530, 700)
high_minima = find_maxima(
    lambda w: -stack(w, d, N_FILM, n_out=HIGH)[1], 470, 640)
assert np.allclose(high_peaks, [2 * N_FILM * d / 4.5,
                                2 * N_FILM * d / 5.5], atol=1e-3)
assert np.allclose(high_minima, [L1, L2], atol=1e-3)
d_high = thickness(high_peaks[0], high_peaks[1], N_FILM)
assert abs(d_high - d) < 0.01


# Back face of the glass: explicit sum of intensities over round trips.
def whole_sample(w):
    t_film = stack(w, d, N_FILM)[1]
    r_inside = stack(w, d, N_FILM, n_in=GLASS, n_out=AIR)[0]
    r_exit = ((GLASS - AIR) / (GLASS + AIR))**2
    return sum(t_film * (1 - r_exit) * (r_inside * r_exit)**j
               for j in range(20))


sample_peaks = find_maxima(whole_sample, 470, 640)
assert np.allclose(sample_peaks, [L1, L2], atol=1e-3)

# Dispersion: rough Cauchy law with index 2 at 600 nm.
CAUCHY = 3.0e4  # nm^2


def n_disp(w):
    return N_FILM + CAUCHY * (1 / w**2 - 1 / L1**2)


disp = find_maxima(lambda w: stack(w, d, n_disp(w))[1], 470, 640)
assert len(disp) == 2
n_a, n_b = n_disp(disp[0]), n_disp(disp[1])
d_disp = thickness(disp[0], disp[1], N_FILM)
d_fixed = disp[0] * disp[1] / (2 * (n_b * disp[0] - n_a * disp[1]))
order_disp = disp[1] / (disp[0] - disp[1])
w_mid = 2 / (1 / disp[0] + 1 / disp[1])
step = 0.01
slope = (n_disp(w_mid + step) - n_disp(w_mid - step)) / (2 * step)
n_group = n_disp(w_mid) - w_mid * slope
assert abs(d_fixed - d) < 0.01
assert abs(d_disp / d - n_group / N_FILM) < 0.01

# Absorption tail: extinction grows exponentially with photon energy.
HC = constants.h * constants.c / constants.e * 1e9  # eV nm
K_500, TAIL = 0.002, 0.2  # extinction at 500 nm; tail energy in eV


def k_tail(w):
    return K_500 * np.exp((HC / w - HC / L2) / TAIL)


absorbing = find_maxima(
    lambda w: stack(w, d, N_FILM - 1j * k_tail(w))[1], 470, 640)
assert len(absorbing) == 2
assert absorbing[0] > L1 and absorbing[1] > L2
d_abs = thickness(absorbing[0], absorbing[1], N_FILM)
alpha_500 = 4 * np.pi * K_500 / L2 * 1e7  # per cm

# Tilt of the sample.
ANGLE = 10.0
sine = np.sin(np.radians(ANGLE))
tilted = find_maxima(
    lambda w: stack(w, d, N_FILM, sin_air=sine)[1], 470, 640)
d_tilt = thickness(tilted[0], tilted[1], N_FILM)
cos_inside = np.sqrt(1 - (sine / N_FILM)**2)
assert abs(d_tilt - d * cos_inside) < 0.01

# Reading errors of 1 nm in opposite senses, and an error of the index.
read_1, read_2 = L1 - 1, L2 + 1
d_read = thickness(read_1, read_2, N_FILM)
order_read = read_2 / (read_1 - read_2)
m = round(order_read)
d_order_1 = m * read_1 / (2 * N_FILM)
d_order_2 = (m + 1) * read_2 / (2 * N_FILM)
assert m == 5
assert max(abs(d_order_1 - d), abs(d_order_2 - d)) < abs(d_read - d)
N_WRONG = 1.95
d_index = thickness(L1, L2, N_WRONG)

print(f"Input maxima: {L1:.0f} and {L2:.0f} nm")
print(f"Film index {N_FILM:.2f}, glass index {GLASS:.2f}")
print(f"Order at the longer wavelength: {order:.3f}")
print(f"Optical round-trip path 2nd: {2 * N_FILM * d:.1f} nm")
print(f"Thickness: {d:.2f} nm = {d / 1000:.3f} um")
print(f"Matrix peaks: {peaks[0]:.3f} and {peaks[1]:.3f} nm")
print(f"Reflection amplitudes: {r_front:.4f}, {r_back:.4f}")
print(f"Their product p: {product:.5f}")
print(f"Film transmission at maxima: {T_max:.4f}")
print(f"Bare glass face transmission: {T_bare:.4f}")
print(f"Minimum between: {wl_min:.2f} nm, transmission {T_min:.4f}")
print(f"With back face, at maximum: {whole_sample(L1):.4f}")
print(f"With back face, at minimum: {whole_sample(wl_min):.4f}")
print("Films up to 3000 nm with maxima at both wavelengths:")
for trial, count in candidates:
    print(f"  {trial} nm, maxima in between: {count}")
print(f"Substrate index {HIGH:.1f}: maxima at "
      f"{high_peaks[0]:.2f} and {high_peaks[1]:.2f} nm")
print(f"  minima at {high_minima[0]:.2f} and {high_minima[1]:.2f} nm")
print(f"  thickness from spacing: {d_high:.2f} nm")
print(f"Dispersion: Cauchy coefficient {CAUCHY:.0f} nm^2")
print(f"  peaks {disp[0]:.2f} and {disp[1]:.2f} nm")
print(f"  index at peaks {n_a:.4f} and {n_b:.4f}")
print(f"  group index between peaks {n_group:.4f}")
print(f"  apparent order {order_disp:.3f}")
print(f"  constant-index thickness {d_disp:.1f} nm")
print(f"  relative error {100 * (d_disp / d - 1):.1f} %")
print(f"  dispersion-corrected thickness {d_fixed:.2f} nm")
print(f"Absorption tail: k(500 nm) {K_500:.3f}, energy {TAIL:.2f} eV")
print(f"  absorption coefficient at 500 nm {alpha_500:.0f} cm^-1")
print(f"  peaks {absorbing[0]:.2f} and {absorbing[1]:.2f} nm")
print(f"  apparent thickness {d_abs:.1f} nm")
print(f"Tilt {ANGLE:.0f} deg: peaks {tilted[0]:.2f}, {tilted[1]:.2f} nm")
print(f"  apparent thickness {d_tilt:.2f} nm")
print(f"Misread peaks: {read_1:.0f} and {read_2:.0f} nm")
print(f"  order {order_read:.3f}, rounded {m}")
print(f"  thickness from spacing {d_read:.2f} nm")
print(f"  from fixed orders {d_order_1:.2f} and {d_order_2:.2f} nm")
print(f"Index taken as {N_WRONG:.2f}: thickness {d_index:.1f} nm")
print("PASS")
```

Running it gives:

```
Input maxima: 600 and 500 nm
Film index 2.00, glass index 1.50
Order at the longer wavelength: 5.000
Optical round-trip path 2nd: 3000.0 nm
Thickness: 750.00 nm = 0.750 um
Matrix peaks: 600.000 and 500.000 nm
Reflection amplitudes: -0.3333, 0.1429
Their product p: -0.04762
Film transmission at maxima: 0.9600
Bare glass face transmission: 0.9600
Minimum between: 545.45 nm, transmission 0.7934
With back face, at maximum: 0.9231
With back face, at minimum: 0.7680
Films up to 3000 nm with maxima at both wavelengths:
  750 nm, maxima in between: 0
  1500 nm, maxima in between: 1
  2250 nm, maxima in between: 2
  3000 nm, maxima in between: 3
Substrate index 3.5: maxima at 666.67 and 545.45 nm
  minima at 600.00 and 500.00 nm
  thickness from spacing: 750.00 nm
Dispersion: Cauchy coefficient 30000 nm^2
  peaks 600.00 and 508.21 nm
  index at peaks 2.0000 and 2.0328
  group index between peaks 2.2139
  apparent order 5.536
  constant-index thickness 830.5 nm
  relative error 10.7 %
  dispersion-corrected thickness 750.00 nm
Absorption tail: k(500 nm) 0.002, energy 0.20 eV
  absorption coefficient at 500 nm 503 cm^-1
  peaks 600.30 and 501.91 nm
  apparent thickness 765.5 nm
Tilt 10 deg: peaks 597.73, 498.11 nm
  apparent thickness 747.17 nm
Misread peaks: 599 and 501 nm
  order 5.112, rounded 5
  thickness from spacing 765.56 nm
  from fixed orders 748.75 and 751.50 nm
Index taken as 1.95: thickness 769.2 nm
PASS
```
